Two-particle coherent potential approximation and the resistivity of a one-band alloy

A binary alloy has one orbital per site of a Bravais lattice with N sites, N large, and cell volume Ω. Its Hamiltonian is

H = H0 + Σ_n ε_n |n><n|, H0 = Σ_k ε_k |k><k|.

The site levels ε_n are independent random numbers: 0 for an A atom, with probability 1−c, and δ for a B atom, with probability c. The hopping in H0 is real and the same for all configurations, so ε_k = ε_−k. Angle brackets around random quantities denote the configuration average. The algebra uses atomic units (ħ = e = 1), electrons are independent, the temperature is zero, and each band state holds two spins. Energies z lie off the real axis until a limit is taken. A subscript 1 or 2 on a function means that it is taken at z1 or z2, and Δz = z1−z2, ΔΣ = Σ1−Σ2, ΔF = F1−F2.

**(a) Set up the one-particle coherent potential approximation (CPA).**

Solution. Replace the alloy by a medium with the same complex level Σ(z) on each site:

Ḡ(z) = (z − Σ − H0)⁻¹
F(z) = <n|Ḡ|n> = N⁻¹ Σ_k 1/(z − Σ − ε_k) = F0(z − Σ),

where F0 belongs to the pure band. Relative to the medium, site n carries the perturbation V_n = ε_n − Σ. Repeated scattering on that site gives t_n = V_n + V_n F t_n, hence

t_n = (ε_n − Σ)/[1 − (ε_n − Σ)F].

The full Green function is G = Ḡ + ḠTḠ, with T = V + VḠT. The CPA chooses Σ so that one site in the medium does not scatter on average:

<t_n> = 0.

We use the physical solution, for which Im F < 0 when Im z > 0. The CPA further averages the outermost factor t_n of each scattering sequence independently of the rest of the sequence (this is written out in part (b)). Every term of <T> then contains <t_n> = 0, so <T> = 0 and <G> = Ḡ.

**(b) For a fixed operator C, find the CPA equation for K = <G(z1) C G(z2)>.**

Solution. Insert G = Ḡ + ḠTḠ on both sides. Terms with a single T average to zero, leaving

K = Ḡ1 (C + Γ) Ḡ2, Γ = <T1 M T2>, M = Ḡ1 C Ḡ2.

Sort T by the site of its leftmost scattering, T = Σ_n Q_n with Q_n = V_n(1 + ḠT), where V_n and t_n now act as operators on site n. Moving the part of T that begins on n to the left side gives

(1 − V_nḠ) Q_n = V_n (1 + Ḡ Σ_{m≠n} Q_m)
Q_n = t_n (1 + Ḡ Σ_{m≠n} Q_m).

Sorting by the rightmost site gives T = Σ_m Q̃_m with Q̃_m = (1 + Σ_{p≠m} Q̃_p Ḡ) t_m. Therefore

Γ = Σ_nm <Q_n M Q̃_m>.

The approximation is to average the two outer factors, t_n(z1) and t_m(z2), independently of everything between them. For n ≠ m the result contains <t_n><t_m> = 0, so Γ is site-diagonal. For n = m the outer factors give

λ0 = <t(z1) t(z2)>.

In the inner part, terms with one Q average to zero, and terms with a Q and a Q̃ reproduce Γ. Thus

Γ_n = λ0 [ M_nn + Σ_{m≠n} Ḡ1_nm Γ_m Ḡ2_mn ].

What is lost can be counted. Each t is O(δ), and an isolated t averages to zero, so a surviving term must visit each of its sites at least twice. Terms with one site are kept in full. A lost term involves at least two sites, hence at least four factors t, and is O(δ⁴). An example is the crossed sequence in which sites n and m are visited in the order n, m at z1 and again n, m at z2.

This was tested by averaging over all 256 configurations of an eight-site ring. For a site projector and for the hopping energy, the error of K falls as δ to the power 4.0 with the vertex, and as δ to the power 2.0 and 1.9 without it.

**(c) Express Γ_n through the local element K_nn.**

Solution. From K = M + Ḡ1ΓḠ2,

K_nn = M_nn + Σ_m Ḡ1_nm Γ_m Ḡ2_mn.

This sum includes m = n, whose term is F1F2Γ_n. The equation of part (b) becomes Γ_n = λ0(K_nn − F1F2Γ_n), so

Γ_n = Λ K_nn, Λ = λ0/(1 + λ0F1F2).

The vertex is local: provided 1 + λ0F1F2 ≠ 0, Γ_n depends on C through one number, K_nn. Part (d) shows when this factor can vanish.

**(d) For C = 1, G(z1)G(z2) obeys an identity before averaging. Find it, and prove that the CPA respects it.**

Solution. Since G2⁻¹ − G1⁻¹ = z2 − z1,

G1 − G2 = G1(G2⁻¹ − G1⁻¹)G2 = −Δz G1G2.

The averaged identity is K = −(Ḡ1 − Ḡ2)/Δz. To check it we need Λ in terms of Σ and F. Define, for a site with level ε,

g_i = F_i + F_i² t_i = F_i/[1 − (ε − Σ_i)F_i] = 1/(a_i − ε), a_i = Σ_i + 1/F_i.

The CPA condition gives <g_i> = F_i. It also removes the terms linear in t from the product:

<g1g2> = F1F2 + F1²F2²λ0 = F1F2(1 + λ0F1F2).

Partial fractions give a second expression, g1g2 = −(g1 − g2)/(a1 − a2), whose average is

<g1g2> = −ΔF/(ΔΣ + 1/F1 − 1/F2) = F1F2 ΔF/(ΔF − F1F2ΔΣ),

where 1/F1 − 1/F2 = −ΔF/(F1F2) was used. Equating the two expressions,

1 + λ0F1F2 = ΔF/(ΔF − F1F2ΔΣ)
λ0 = ΔΣ/(ΔF − F1F2ΔΣ).

Their quotient is the Ward identity for the vertex:

Λ = ΔΣ/ΔF.

We assumed ΔF ≠ 0, which also ensures a1 ≠ a2. This always holds when z1 and z2 lie in opposite half-planes, where Im F1 and Im F2 have opposite signs. In the same half-plane F1 = F2 can occur at z1 ≠ z2, because for a given F the condition F = (1−c)/a + c/(a − δ) has two roots a. If ΔΣ ≠ 0 at such a pair, 1 + λ0F1F2 = 0 and Λ has a pole. Then K_nn = 0 while λ0 and Γ stay finite. The results for Γ and K below carry over to such a pair by continuity, since the equation of part (b) has a single solution there (part (e)).

Now solve for Γ with C = 1. The medium satisfies

Ḡ1 − Ḡ2 = −(Δz − ΔΣ) Ḡ1Ḡ2,

so its local pair sum is

A = Σ_m Ḡ1_nm Ḡ2_mn = −ΔF/(Δz − ΔΣ).

A uniform Γ obeys Γ = ΛA(1 + Γ). With

ΛA = −ΔΣ/(Δz − ΔΣ), 1 − ΛA = Δz/(Δz − ΔΣ),

the result is Γ = −ΔΣ/Δz, and

K = Ḡ1Ḡ2 (Δz − ΔΣ)/Δz = −(Ḡ1 − Ḡ2)/Δz.

The self-energy and the vertex are therefore consistent with each other. Dropping Γ while keeping Σ violates the identity whenever ΔΣ ≠ 0.

**(e) Is the solution of the vertex equation unique? What is Γ when C is the velocity?**

Solution. Take first z2 = z1*, with y = Im z1 > 0. Then λ0 = <|t|²> ≥ 0, so Λ ≥ 0. Since Λ = Im Σ/Im F and Im F < 0, we have Im Σ ≤ 0. The pair sum is now A = Σ_m |Ḡ_nm|², and part (d) gives

ΛA = −Im Σ/(y − Im Σ) < 1.

Substituting Λ = <|t|²>/(1 + <|t|²>|F|²) and moving the |F|² term across,

s(z) = <|t|²> Σ_{m≠n} |Ḡ_nm|² < 1.

For any two energies off the axis, the Cauchy-Schwarz inequality, applied to the average and to the site sum, gives

|λ0| Σ_{m≠n} |Ḡ1_nm Ḡ2_mn| ≤ √(s(z1)s(z2)) < 1.

The equation of part (b) is thus a contraction and has one bounded solution. If its source M_nn is zero on all sites, that solution is Γ = 0.

The velocity along x is v = i[H, x]. The site levels commute with x, so v is free of disorder and diagonal in k, with v_k = ∂ε_k/∂k_x. Its source is

M_nn = N⁻¹ Σ_k v_k/[(z1 − Σ1 − ε_k)(z2 − Σ2 − ε_k)].

Because ε_k is even in k, v_k is odd while the denominator is even. The terms k and −k cancel, so M_nn = 0 and

Γ = 0 for C = v.

Physically, a site scatters equally in all directions, so the scattered wave retains no memory of the incoming current.

Parity is sufficient but not necessary here. With Σ independent of k, the summand is the k_x-derivative of a function of ε_k (a difference of logarithms, or 1/(z1 − Σ1 − ε_k) when z1 − Σ1 = z2 − Σ2; single-valued and finite because z1 − Σ1 and z2 − Σ2 lie off the real axis), which is periodic in k, so its integral over the Brillouin zone vanishes for any smooth single band. The program also tests this for a band that is not even in k.

The order of limits matters. For z1,2 = E ± iη, the factor 1 − ΛA = Δz/(Δz − ΔΣ) tends to zero with η inside the band. This reflects particle conservation. At each η > 0 the velocity vertex is zero, so its limit is zero as well.

The result belongs to the CPA. Crossed scattering, absent here, can correct the current; on the ring the velocity error is of order δ⁴. With several orbitals per site, Γ is a matrix in the orbitals, and elements between orbitals of opposite parity need not vanish. With random hopping, v itself is random and the argument does not apply.

**(f) Derive the static conductivity from the power absorbed in a weak uniform field.**

Solution. A field of amplitude 𝓔 along x adds x𝓔 cos ωt to H, up to a sign that drops out. Between eigenstates α and β, the golden-rule rate for absorbing ω is 2π(𝓔²/4)|x_βα|² δ(E_β − E_α − ω). Absorption minus emission brings the occupation factor f_α − f_β. Since |x_βα|² = |v_βα|²/ω² at resonance, the absorbed power per volume, including spin, is

(2/NΩ) Σ_αβ ω · 2π(𝓔²/4)(|v_βα|²/ω²)(f_α − f_β) δ(E_β − E_α − ω).

Setting this equal to σ𝓔²/2,

σ(ω) = (2π/NΩ) Σ_αβ |v_βα|² [(f_α − f_β)/ω] δ(E_β − E_α − ω).

For ω → 0, taken after N → ∞, the occupation factor becomes δ(E_F − E_α), and

σ = (2π/NΩ) Tr[v δ(E_F − H) v δ(E_F − H)].

Write δ(E − H) = −[G(E+i0) − G(E−i0)]/(2πi). The average contains four products of the form G v G. By part (e) each equals Ḡ v Ḡ in the CPA, so

σ = (2/πΩ) N⁻¹ Σ_k v_k² [Im Ḡ_k(E_F + i0)]².

**(g) For weak disorder and a fixed number of electrons per atom, how does the resistivity depend on c?**

Solution. Let Δ = −Im Σ at E_F, and define

X(E) = N⁻¹ Σ_k v_k² δ(E − ε_k).

With x = E_F − Re Σ − ε_k, the squared imaginary part is Δ²/(x² + Δ²)². For small Δ it is a narrow peak, whose area follows from x = Δ tan θ:

∫ Δ²/(x² + Δ²)² dx = (1/Δ) ∫ cos²θ dθ = π/(2Δ).

If X is smooth over the width Δ, then

σ = X/(ΩΔ), ρ = ΩΔ/X.

This is the Boltzmann form σ = 2τX/Ω with lifetime τ = 1/(2Δ).

Next find Δ. Put u = ε − cδ and s = Σ − cδ, so <u> = 0. Expanding t,

0 = <(u − s) + (u − s)²F + (u − s)³F² + ...>.

Since s is O(δ²), the terms through third order give

s = μ2F + μ3F² + O(δ⁴)
μ2 = <u²> = c(1−c)δ²
μ3 = <u³> = c(1−c)³δ³ − (1−c)c³δ³ = c(1−c)(1−2c)δ³.

The argument of F0 must be fixed by the electron count. The number of electrons per spin is −π⁻¹ Im ∫F dE up to E_F. With ζ = E − Σ, dE = dζ + dΣ, so

∫F dE = ∫F0 dζ + ∫F dΣ.

The path may be taken through the upper half-plane. There the last integral is μ2F²/2 + O(δ³), which is O(δ²). The imaginary part of the end point is also O(δ²). Hence E_F − Re Σ = E0 + O(δ²), where E0 is the Fermi energy of the pure band at the same filling. We take E0 away from band edges and other singularities of the density of states.

Let N(E) be the pure density of states per spin and site, and R = Re F0(E0). Then F = R − iπN(E0) + O(δ²), Im F² = −2πRN(E0) + O(δ²), and

Δ = πN(E0) c(1−c)δ² [1 + 2(1−2c)δR + O(δ²)].

The resistivity is

ρ = πΩδ² [N(E0)/X(E0)] c(1−c) [1 + 2(1−2c)δR + O(δ²)].

The leading term is Nordheim's rule, ρ ∝ c(1−c): resistivity measures the variance of the site levels. The next term skews the parabola unless R = 0. If the two components supply different numbers of electrons, E0 moves with c, and N/X adds a further dependence on composition.

At the dilute ends the strength of one impurity can be kept in full. To first order in c, <t> = 0 gives Σ = cδ/(1 − δF0), so

Δ = πN(E0)cδ²/|1 − δF0|².

Nordheim's value is therefore multiplied by 1/|1 − δF0|² as c → 0. As c → 1 the A atoms are the impurities, and δ changes sign in this factor.

**(h) Evaluate the resistivity for a model simple-cubic alloy.**

Solution. Take nearest-neighbour hopping of magnitude 0.5 eV, lattice constant 3 Å, δ = 0.4 eV and 0.7 electrons per atom. The pure band gives

E0 = −0.525 eV
N(E0) = 0.2864 per eV
R = −0.2065 per eV
X(E0) = 1.385 eV Å².

With Ω = 27 Å³, the coefficient of c(1−c) is

π × 27 × 0.4² × 0.2864/1.385 = 2.81 Å ħ/e².

At c = 0.5 Nordheim's rule gives 2.81/4 = 0.70 Å ħ/e². The CPA gives Δ = 0.0363 eV and ρ = 0.707 Å ħ/e², or 29.1 μΩ cm. The resistivities below are in Å ħ/e²; the last column is the bracket of part (g) to first order in δ.

c | CPA | Nordheim | ratio | first order
0.10 | 0.206 | 0.253 | 0.817 | 0.868
0.25 | 0.470 | 0.526 | 0.892 | 0.917
0.50 | 0.707 | 0.701 | 1.008 | 1.000
0.75 | 0.562 | 0.526 | 1.067 | 1.083
0.90 | 0.267 | 0.253 | 1.056 | 1.132

The first correction has the right sign at both ends but is not accurate there. The dilute formula shows why. With δR = −0.083 and δπN = 0.360, the limiting ratios are

c → 0: 1/(1.083² + 0.360²) = 0.77
c → 1: 1/(0.917² + 0.360²) = 1.03.

The term 0.360², of second order in δ, lowers both. For δ = 0.1 eV, half the difference between the ratios at c = 0.25 and 0.75 is −0.02074, and the skew term gives −0.02065.

Filling matters too: at one electron per atom the Nordheim coefficient is 2.58 instead of 2.81 Å ħ/e². The numerical check also compares the conductivity with a direct k sum and tests the Ward identity on this lattice.

Calculated quantities

```
RING of 8 sites, hopping 0.5 eV, c = 0.3
z1 = (0.3+0.8j) eV, z2 = (-0.2-0.6j) eV
order in delta of the error (delta 0.1 and 0.05 eV):
  site projector: with vertex 3.99, without 1.99
  hopping energy: with vertex 4.00, without 1.94
  velocity: with vertex 3.96, without 3.96
largest |Gamma_n|, velocity in hop*site units, delta 0.4 eV: 8.7e-18 eV
largest |Gamma_n|, hopping energy, delta 0.4 eV: 0.0028 eV
contraction number at z = (0.3+0.1j) eV: 0.244
CUBIC MODEL: hopping 0.5 eV, lattice constant 3.0 angstrom
delta = 0.4 eV, electrons per atom = 0.7
Ward test at c = 0.25, z1 = (-0.3+0.05j) eV, z2 = (-0.1-0.02j) eV
  Lambda from <t1 t2>:   0.028305+0.000114j eV^2
  Lambda from dSigma/dF: 0.028305+0.000114j eV^2
pure-band Fermi energy E0 = -0.5250 eV
N(E0) = 0.2864 per eV, spin and site
Re F0(E0) = -0.2065 1/eV
X(E0) = 1.3854 eV angstrom^2
Nordheim coefficient rho/(c(1-c)) = 2.8058 angstrom hbar/e^2
same coefficient at 1 electron per atom = 2.5755 angstrom hbar/e^2
c, E_F (eV), width -Im Sigma (eV), rho CPA, rho Nordheim
   (both angstrom hbar/e^2), ratio, 1 + first skew correction
  0.10 -0.4888 0.01059 0.2063 0.2525 0.8169 0.8678
  0.25 -0.4325 0.02411 0.4695 0.5261 0.8925 0.9174
  0.50 -0.3335 0.03629 0.7074 0.7015 1.0084 1.0000
  0.75 -0.2298 0.02877 0.5615 0.5261 1.0674 1.0826
  0.90 -0.1668 0.01367 0.2667 0.2525 1.0563 1.1322
rho at c = 0.5 from direct k sum: 0.7074 angstrom hbar/e^2
rho at c = 0.5: 29.061 microohm cm
weak case delta = 0.1 eV, ratio CPA/Nordheim:
  c = 0.25: 0.97799, c = 0.75: 1.01946
  half difference -0.02074, skew formula -0.02065
  mean ratio minus 1: -0.00127; at delta = 0.4 eV: -0.02008
```
